# Why the total dipole decay rate is independent of m

## The question

Polarised light or a directed electron beam can excite an atom so that the magnetic substates of a level are unequally populated. The atom then has an orientation in space. Its fluorescence can then be stronger in some directions than in others, and can be polarised. Does it also decay faster or slower according to its orientation?

Individual transition strengths do depend on the magnetic quantum number. In the decay of a 3d electron to 2p, for example, the state $m=2$ reaches one final substate and the state $m=0$ reaches three, with unequal strengths. Yet the total rates are equal. These notes derive that result from rotational symmetry, and then find the angular factor for one electron in a central potential.

Hartree atomic units are used, with $\hbar=m_e=e=4\pi\epsilon_0=1$ and $c=1/\alpha$, where $\alpha$ is the fine-structure constant.

## Emission into one direction with one polarisation

Let the atom go from a state $i$ to a state $f$ of lower energy and emit a photon of angular frequency $\omega=E_i-E_f$. The wavelength is taken to be much longer than the atom, so the field is evaluated at the nucleus and the interaction is $-\mathbf d\cdot\mathbf E$. The dipole operator is $\mathbf d=-\sum_j\mathbf r_j$, because each electron has charge $-1$. The coupling is weak enough for the golden rule to hold.

Put the field in a box of volume $V$. One mode with unit polarisation vector $\mathbf e$ contributes

$$\mathbf E=ig(\mathbf e\,a-\mathbf e^*a^\dagger)$$

at the nucleus. To find $g$, note that the vacuum energy of the mode is $\omega/2$, shared equally by the electric and magnetic fields. The electric energy density is $E^2/(8\pi)$ in these units, so the total is $V\langle E^2\rangle/(4\pi)=\omega/2$. Since $\langle0|E^2|0\rangle=g^2$, it follows that $g^2=2\pi\omega/V$.

Emission uses the $a^\dagger$ term, whose squared matrix element is $(2\pi\omega/V)|\mathbf e^*\cdot\mathbf d_{fi}|^2$, with $\mathbf d_{fi}=\langle f|\mathbf d|i\rangle$. For one polarisation, the number of modes in $d\omega\,d\Omega$ is

$$\frac{V k^2\,dk\,d\Omega}{(2\pi)^3}=\frac{V\alpha^3\omega^2}{8\pi^3}\,d\omega\,d\Omega,\qquad k=\alpha\omega .$$

The golden rule multiplies $2\pi$, the squared matrix element and the density of modes:

$$\frac{d\Gamma}{d\Omega}=2\pi\,\frac{2\pi\omega}{V}\,|\mathbf e^*\cdot\mathbf d_{fi}|^2\,\frac{V\alpha^3\omega^2}{8\pi^3}
=\frac{\alpha^3\omega^3}{2\pi}\,|\mathbf e^*\cdot\mathbf d_{fi}|^2 .$$

## Sum over polarisations and directions

For a photon direction $\hat{\mathbf k}$, the two polarisation vectors and $\hat{\mathbf k}$ form an orthonormal basis. The squared components of $\mathbf d_{fi}$ in that basis add up to $|\mathbf d_{fi}|^2$, so the two transverse ones give

$$\sum_{\mathbf e}|\mathbf e^*\cdot\mathbf d_{fi}|^2=|\mathbf d_{fi}|^2-|\hat{\mathbf k}\cdot\mathbf d_{fi}|^2 .$$

Next integrate over directions. The integral of $\hat k_a\hat k_b$ vanishes for $a\neq b$, since reversing one axis changes its sign. The three integrals of $\hat k_a^2$ are equal and add up to $4\pi$, so each is $4\pi/3$. The right-hand side therefore integrates to $(4\pi-4\pi/3)|\mathbf d_{fi}|^2=(8\pi/3)|\mathbf d_{fi}|^2$, and

$$\Gamma_{i\to f}=\frac43\,\alpha^3\omega^3\sum_{a=x,y,z}|\langle f|d_a|i\rangle|^2. \tag{1}$$

The photon direction has disappeared, and the three Cartesian components enter with equal weight. The proof below depends on this.

## Sum over the final substates

Let the initial level have angular momentum $J$ and states $|JM\rangle$, and let the final level have states $|J'M'\rangle$. Other labels are understood. The atom is free of external fields, so neither energy depends on its magnetic quantum number and one $\omega$ serves for every pair.

The final states are orthogonal, so their rates add. With the projector $P'=\sum_{M'}|J'M'\rangle\langle J'M'|$,

$$\sum_{M'}\sum_a|\langle J'M'|d_a|JM\rangle|^2=\langle JM|W|JM\rangle,\qquad W=\sum_a d_aP'd_a . \tag{2}$$

The question is now whether the diagonal elements of $W$ depend on $M$.

## W commutes with the angular momentum

The first ingredient is the commutator of $\mathbf J$ with a vector. For one electron $L_z=xp_y-yp_x$, and $[p_x,x]=-i$, so

$$[L_z,x]=-y[p_x,x]=iy .$$

In the same way $[L_z,y]=x[p_y,y]=-ix$ and $[L_z,z]=0$. Cyclic permutation gives the rest. Spin commutes with position, and different electrons commute with each other, so for the whole atom

$$[J_a,d_b]=i\sum_c\epsilon_{abc}d_c .$$

The second ingredient is $[J_a,P']=0$. Acting on a state of the final level, $J_a$ gives a state of the same level, so $J_aP'=P'J_aP'$. The Hermitian conjugate of this equation is $P'J_a=P'J_aP'$. The two right-hand sides agree.

Now apply the product rule to $W$:

$$[J_a,W]=\sum_b\big([J_a,d_b]P'd_b+d_bP'[J_a,d_b]\big)
=i\sum_{b,c}\epsilon_{abc}\big(d_cP'd_b+d_bP'd_c\big).$$

Exchanging the names $b$ and $c$ leaves the bracket unchanged and reverses the sign of $\epsilon_{abc}$. The sum equals its own negative, so it is zero:

$$[J_a,W]=0\qquad(a=x,y,z). \tag{3}$$

In physical terms, $W$ contains no preferred direction. The sum over $a$ treats the three axes alike, and the complete set of final substates is carried into itself by every rotation. Omitting some final substates would remove the second property.

## The rate is the same for every initial state of the level

Take the matrix element of $[J_z,W]=0$ between two states of the initial level:

$$0=\langle JN|[J_z,W]|JM\rangle=(N-M)\langle JN|W|JM\rangle .$$

Elements with $N\neq M$ therefore vanish. To compare diagonal elements, use $J_+=J_x+iJ_y$, for which

$$J_+|JM\rangle=c_M|J,M{+}1\rangle,\qquad c_M=\sqrt{J(J+1)-M(M+1)} .$$

Since $J_+$ also commutes with $W$, the following two expressions are equal:

$$\langle J,M{+}1|J_+W|JM\rangle=c_M\langle JM|W|JM\rangle,$$

$$\langle J,M{+}1|WJ_+|JM\rangle=c_M\langle J,M{+}1|W|J,M{+}1\rangle .$$

In the first, $J_+$ acts to the left as its conjugate $J_-$, which lowers $M+1$ to $M$ with the same coefficient. For $M<J$ the coefficient is not zero and can be cancelled. Neighbouring diagonal elements are equal, hence all are equal to one number $w$:

$$\langle JN|W|JM\rangle=w\,\delta_{NM}.$$

The vanishing off-diagonal elements matter too. For a normalised superposition $\sum_M a_M|JM\rangle$, the expectation value of $W$ is $\sum_M|a_M|^2w=w$. Aligning the atom along a tilted axis does not change its total rate either.

To find $w$, add the diagonal elements. There are $2J+1$ of them, so $(2J+1)w=S$, with the line strength

$$S=\sum_{M,M'}\sum_a|\langle J'M'|d_a|JM\rangle|^2 .$$

With equation (1) this gives

$$\boxed{A=\frac43\,\alpha^3\omega^3\,\frac{S}{2J+1}} \tag{4}$$

The line strength treats the two levels symmetrically, because $d_a$ is Hermitian and $|\langle f|d_a|i\rangle|=|\langle i|d_a|f\rangle|$. The divisor breaks the symmetry: it belongs to the initial level, because an atom starts in one state but may end in any of the final ones.

## What the polarisation sum must include

Summing over two polarisations at a fixed photon direction is not enough. The decay 2p→1s shows why.

For $m=0$ the 2p wavefunction is $z$ times a function of $r$, so $\mathbf d_{fi}$ points along $z$. At angle $\theta$ from the $z$ axis, the polarisation sum is $|\mathbf d_{fi}|^2(1-\cos^2\theta)$. Division by the full integral $(8\pi/3)|\mathbf d_{fi}|^2$ gives the share of photons per solid angle,

$$\frac{3}{8\pi}\sin^2\theta\qquad(m=0).$$

For $m=1$ the wavefunction is $x+iy$ times a function of $r$, so the dipole components are in the ratio $1:i:0$. Then $|\hat{\mathbf k}\cdot\mathbf d_{fi}|^2=\tfrac12\sin^2\theta\,|\mathbf d_{fi}|^2$, and the share is

$$\frac{3}{8\pi}\Big(1-\tfrac12\sin^2\theta\Big)\qquad(m=1).$$

Along $z$ these are 0 and 0.1194 per steradian. Along $x$ they are 0.1194 and 0.0597. A detector in one place therefore sees different signals for $m=0$ and $m=1$, except at the angle where $\sin^2\theta=1-\tfrac12\sin^2\theta$, that is $\sin^2\theta=2/3$, at which both shares equal $1/(4\pi)$. The total number of photons per unit time does not depend on $m$.

The other conditions can fail as well. A magnetic field gives the components different frequencies, so one factor $\omega^3$ can no longer be taken outside the sum. In laboratory fields the effect is small: for 3d→2p in hydrogen without spin, at 1 T, the rates for $m=0$ and $m=2$ differ by about one part in $10^4$. Near a mirror the modes are not those of free space, and the direction integral used for (1) does not apply.

## One electron in a central potential

Now ignore spin and write the orbitals as $f_{nl}(r)Y_{lm}$, with $\int_0^\infty f_{nl}^2r^2dr=1$. The preceding argument holds with $L$ in place of $J$. Let $\mathbf n=\mathbf r/r$, so that $\mathbf d=-r\mathbf n$. Each dipole element factorises:

$$\langle n'l'm'|d_a|nlm\rangle=-R\,\langle l'm'|n_a|lm\rangle,\qquad
R=\int_0^\infty f_{n'l'}\,r^3f_{nl}\,dr .$$

Two powers of $r$ come from the volume element and one from the dipole. The minus sign disappears on squaring, so

$$S=R^2s(l,l'),\qquad s(l,l')=\sum_{m,m'}\sum_a|\langle l'm'|n_a|lm\rangle|^2 .$$

### Which values of l' occur

The function $p=r^lY_{lm}$ is a homogeneous polynomial of degree $l$ in $x,y,z$ and satisfies $\nabla^2p=0$. Multiplication by a coordinate gives

$$\nabla^2(x_ap)=2\,\partial_ap .$$

The derivative $h=\partial_ap$ is again harmonic, of degree $l-1$. Because $\mathbf r\cdot\nabla h=(l-1)h$,

$$\nabla^2(r^2h)=6h+4\,\mathbf r\cdot\nabla h+r^2\nabla^2h=(4l+2)h .$$

Therefore

$$q_a=x_ap-\frac{r^2\,\partial_ap}{2l+1}$$

has $\nabla^2q_a=2\partial_ap-2\partial_ap=0$. It is harmonic and has degree $l+1$. On the unit sphere, the definition of $q_a$ reads

$$n_aY_{lm}=q_a+\frac{\partial_ap}{2l+1}. \tag{5}$$

A homogeneous harmonic polynomial of degree $\lambda$ has the form $r^\lambda u(\mathbf n)$. Writing the Laplacian in radial and angular parts gives $\lambda(\lambda+1)u-L^2u=0$, so $u$ has orbital quantum number $\lambda$. Equation (5) is thus a sum of an $l+1$ part and an $l-1$ part, and $s(l,l')=0$ unless $l'=l\pm1$. For $l=0$ the derivative vanishes and the $l+1$ part alone remains.

### The angular strength

Sum over all final $l'$ and $m'$. By completeness of the spherical harmonics,

$$\sum_{l'm'}\sum_a|\langle l'm'|n_a|lm\rangle|^2=\langle lm|\sum_an_a^2|lm\rangle=1,$$

because $\mathbf n$ is a unit vector. Summing over the $2l+1$ values of $m$ gives $s(l,l-1)+s(l,l+1)=2l+1$.

Let $s_l$ denote the strength between $l-1$ and $l$. It has the same value in both directions, as $S$ does. The sum rule becomes

$$s_l+s_{l+1}=2l+1,\qquad s_0=0 .$$

Hence $s_1=1$. If $s_l=l$, then $s_{l+1}=2l+1-l=l+1$, so by induction $s_l=l$ for every $l$. The strength is the larger of the two orbital quantum numbers, $l_{\max}$, and equation (4) becomes

$$\boxed{A=\frac43\,\alpha^3\omega^3\,\frac{l_{\max}}{2l+1}\,R^2} \tag{6}$$

The factor is $l/(2l+1)$ for $l'=l-1$ and $(l+1)/(2l+1)$ for $l'=l+1$. The two add up to 1, and both approach $1/2$ at large $l$. The potential enters through $\omega$ and $R$, so the angular factor is not special to hydrogen.

## Two substates of 3d worked by hand

Equation (5) lets us check the equality for 3d→2p, where $l=2$ and the $l-1$ part is $\partial_ap/5$.

For $m=0$, $p=N(2z^2-x^2-y^2)$ with $N^2=5/(16\pi)$. The three derivatives divided by 5 are $N(-2x,-2y,4z)/5$. The integral of $x^2$, $y^2$ or $z^2$ over the unit sphere is $4\pi/3$, so the total angular part is

$$\frac{5}{16\pi}\,\frac{4+4+16}{25}\,\frac{4\pi}{3}=\frac25 .$$

For $m=2$, $p=N(x+iy)^2$ with $N^2=15/(32\pi)$. The derivatives divided by 5 are $2N(1,i,0)(x+iy)/5$. The integral of $|x+iy|^2$ is $8\pi/3$, so

$$\frac{15}{32\pi}\,\frac{4(1+1)}{25}\,\frac{8\pi}{3}=\frac25 .$$

Both agree with $l_{\max}/(2l+1)=2/5$. The parts for separate final substates are:

| initial m | m' = −1 | m' = 0 | m' = 1 | sum |
|---|---|---|---|---|
| 0 | 0.0667 | 0.2667 | 0.0667 | 0.4000 |
| 1 | 0 | 0.2000 | 0.2000 | 0.4000 |
| 2 | 0 | 0 | 0.4000 | 0.4000 |

The component $d_z$ leaves $m$ unchanged. Its contribution is therefore 0.2667, 0.2000 and 0 for $m=0,1,2$. One fixed Cartesian component does not give equal rates; the sum of three does.

## Rates in hydrogen

Take nonrelativistic hydrogen with an infinitely heavy nucleus. For 2p→1s the radial functions are $f_{10}=2e^{-r}$ and $f_{21}=re^{-r/2}/(2\sqrt6)$, so

$$R=\frac1{\sqrt6}\int_0^\infty r^4e^{-3r/2}dr=\frac{24}{\sqrt6}\Big(\frac23\Big)^5=1.2903 .$$

Thus $R^2=1.6648$. The frequency is $\omega=\tfrac12-\tfrac18=0.375$, and the angular factor is $1/3$. With $\alpha=0.00729735$,

$$A=\frac43(0.00729735)^3(0.375)^3\,\frac13\,(1.6648)=1.516\times10^{-8}$$

in atomic units. Division by the atomic unit of time, $2.41888\times10^{-17}$ s, gives $6.27\times10^8\ \mathrm{s^{-1}}$. The same formula gives the other entries:

| decay | ω (Hartree) | R² (bohr²) | factor | A (s⁻¹) |
|---|---|---|---|---|
| 2p→1s | 0.3750 | 1.665 | 1/3 | 6.27 × 10⁸ |
| 3s→2p | 0.0694 | 0.881 | 1 | 6.32 × 10⁶ |
| 3p→2s | 0.0694 | 9.393 | 1/3 | 2.25 × 10⁷ |
| 3p→1s | 0.4444 | 0.267 | 1/3 | 1.67 × 10⁸ |
| 3d→2p | 0.0694 | 22.54 | 2/5 | 6.47 × 10⁷ |

The 3s and 3d decays to 2p have the same frequency in this model. The angular factor favours 3s by 2.5, but $R^2$ favours 3d by about 25.6, so 3d decays about ten times faster. For 3p the radial integral favours 2s, yet the larger $\omega^3$ makes decay to 1s the faster channel.

The states 2p and 3d each have one dipole channel to a lower level here. Their lifetimes are therefore $1/A$, or 1.60 ns and 15.5 ns, for every value of $m$. The model leaves out nuclear motion, relativistic effects and radiative corrections. The finite proton mass lowers every rate by 0.054%, which changes the last digit of three entries: $6.26\times10^8$ for 2p→1s, $6.31\times10^6$ for 3s→2p and $2.24\times10^7\ \mathrm{s^{-1}}$ for 3p→2s. The two lifetimes keep the digits shown. Relativistic wavefunctions change the 2p and 3d rates by about two parts in $10^5$ or less.

## Fine structure and half-integer J

With spin included, 3d splits into $j=3/2$ and $5/2$, and 2p into $j'=1/2$ and $3/2$. Suppose the splittings are small enough for a common $\omega$ and $R$ to be used. Equation (4) applies to each pair:

| j → j' | S/R² | S/[R²(2j+1)] |
|---|---|---|
| 3/2 → 1/2 | 1.3333 | 0.3333 |
| 3/2 → 3/2 | 0.2667 | 0.0667 |
| 5/2 → 1/2 | 0 | 0 |
| 5/2 → 3/2 | 2.4000 | 0.4000 |

The zero follows from the theorem. A dipole component changes $M$ by at most one, so the state $j=5/2$, $M=5/2$ cannot reach $j'=1/2$. Since every $M$ has the same rate, the whole transition is absent in electric dipole radiation. Higher multipoles still connect the two levels, but weakly: in hydrogen the rate is about $5\times10^{-5}\ \mathrm{s^{-1}}$.

For either initial $j$, the last column adds up to 0.4000, the spinless factor. This must be so: the projectors on $j'=1/2$ and $3/2$ add up to the projector on all 2p states with either spin. The dipole does not act on spin, so $W$ then reduces to its orbital value $\tfrac25R^2$ times the identity. When the frequencies or radial integrals differ appreciably between components, equation (4) still holds for each pair, with the values of $\omega$ and $S$ for that pair. The total rate from $j=3/2$ is then a sum of two terms with different $\omega$ or $R$, so equation (6) with one common $\omega$ and $R$ cannot be used for it. The level $j=5/2$ has only one term, and its factor remains $2/5$.

The numerical check integrates the emission over photon directions for every initial $m$ in the hydrogen table, and compares each rate with equation (6).

## Values computed for the example and the checks

```
Golden rule in a box, c = omega = dipole = 1 (dimensionless)
  mode sum 1.343333, formula with width 1.343333
Angular strength between l-1 and l (dimensionless)
  l = 1: 1.000000
  l = 2: 2.000000
  l = 3: 3.000000
  l = 4: 4.000000
3d -> 2p angular parts for final m = -1, 0, 1; sum (dimensionless)
  initial m = -2: 0.400000 0.000000 0.000000; 0.400000
  initial m = -1: 0.200000 0.200000 0.000000; 0.400000
  initial m =  0: 0.066667 0.266667 0.066667; 0.400000
  initial m =  1: 0.000000 0.200000 0.200000; 0.400000
  initial m =  2: 0.000000 0.000000 0.400000; 0.400000
2p -> 1s share of photons per solid angle (1/sr)
  m = 0: along z 0.000000, along x 0.119366
  m = 1: along z 0.119366, along x 0.059683
Fine-structure constant: 0.007297353 (dimensionless)
Atomic unit of time: 2.41888433e-17 s
Hydrogen: omega (Hartree), R^2 (bohr^2), factor, A (1/s)
  2p -> 1s: 0.375000, 1.664787, 0.333333, 6.26832e+08
  2p -> 1s in atomic units: R = 1.290266 bohr, A = 1.516233e-08
  3s -> 2p: 0.069444, 0.880603, 1.000000, 6.31702e+06
  3p -> 2s: 0.069444, 9.393093, 0.333333, 2.24605e+07
  3p -> 1s: 0.444444, 0.266968, 0.333333, 1.67344e+08
  3d -> 2p: 0.069444, 22.543424, 0.400000, 6.46863e+07
Lifetime of 2p: 1.59533 ns
Lifetime of 3d: 15.45923 ns
3d_j -> 2p_j': S/R^2 and S/[R^2(2j+1)] (dimensionless)
  j = 1.5, j' = 0.5: 1.333333, 0.333333
  j = 1.5, j' = 1.5: 0.266667, 0.066667
  j = 1.5, sum over j': 0.400000
  j = 2.5, j' = 0.5: 0.000000, 0.000000
  j = 2.5, j' = 1.5: 2.400000, 0.400000
  j = 2.5, sum over j': 0.400000
```
